# Oxygen chemical potential from the ideal gas of triplet O₂ molecules

## Definitions and conventions

The gas consists of \(^{16}\mathrm{O}_2\) molecules at temperature \(T\) and pressure \(p\). In a gas mixture that is itself ideal, \(p\) is the partial pressure of O₂. Rydberg atomic units are used: energies in Ry, lengths in bohr, and \(\hbar^2/(2m_e)=1\). Masses are given as multiples of \(m_e\).

- \(\tau=k_BT\) is the thermal energy.
- \(m\) is the mass of the molecule, so one atom has mass \(m/2\) and the reduced mass is \(m/4\).
- \(R\) is the equilibrium bond length and \(k\) the force constant, the second derivative of the electronic energy with respect to bond length.
- \(E_{\rm el}\) is the electronic energy at \(R\), and \(w\) is the vibrational quantum.
- \(E_0=E_{\rm el}+w/2\) is the energy of the molecule with zero-point vibration but without rotation.

The oxygen chemical potential is split as
\[
\mu_O(T,p)=\tfrac12E_0+\Delta\mu_O(T,p).
\]
The result to be derived is
\[
\Delta\mu_O=-\frac{\tau}{2}\left[\ln\frac{\tau}{p\lambda^3}+\ln\frac{\tau}{2B}-\ln\!\left(1-e^{-w/\tau}\right)+\ln3\right],\tag{1}
\]
with
\[
\lambda=\sqrt{\frac{4\pi}{m\tau}},\qquad B=\frac{4}{mR^2},\qquad w=\sqrt{\frac{8k}{m}}.\tag{2}
\]

If the reference is half the bare electronic energy, the quantity to use is \(\mu_O-\frac12E_{\rm el}=\Delta\mu_O+w/4\). The two conventions must not be mixed within one formation energy.

The constants in (2) follow from the units. The thermal wavelength is defined by \(\lambda^2=2\pi\hbar^2/(Mk_BT)\) with \(M=m\,m_e\), and \(\hbar^2=2m_e\) turns this into \(4\pi/(m\tau)\). For the relative motion, \(\hbar^2/(2\times\text{reduced mass})\) becomes \(1/(m/4)=4/m\). The centrifugal energy is therefore \((4/m)N(N+1)/R^2=BN(N+1)\), where \(N\) is the rotational quantum number.

For a small stretch \(x\), the Hamiltonian is \(-(4/m)\,d^2/dx^2+\frac12kx^2\). Acting on \(e^{-\alpha x^2/2}\), it gives the factor
\[
-\frac4m(\alpha^2x^2-\alpha)+\frac12kx^2 .
\]
This is constant if \(\alpha^2=km/8\). The constant is \(4\alpha/m=w/2\), hence \(w=8\alpha/m=\sqrt{8k/m}\).

## Why half a molecule

Let the gas exchange atoms with a solid at fixed temperature. Removing one molecule from the gas and placing its two atoms in the solid changes the free energy by \(-\mu_{O_2}+2\mu_O\). At equilibrium this first-order change vanishes, so
\[
\mu_O=\tfrac12\mu_{O_2}.
\]
No free oxygen atoms need be present in the gas. The relation does require that exchange is fast enough for equilibrium. Under kinetic limitation, \(\mu_O\) in the solid is not fixed by the gas.

For \(\mathcal N\) independent molecules, each with partition function \(Q\), the free energy is
\[
F=-\tau\ln\frac{Q^{\mathcal N}}{\mathcal N!}\simeq-\tau\left(\mathcal N\ln Q-\mathcal N\ln\mathcal N+\mathcal N\right),
\]
by Stirling's formula. Differentiation at fixed \(T\) and volume \(V\) gives
\[
\mu_{O_2}=-\tau\left(\ln Q-\ln\mathcal N-1+1\right)=-\tau\ln\frac{Q}{\mathcal N}.
\]
The division by \(\mathcal N!\) assumes that few molecules compete for the same translational state, which means \(p\lambda^3/\tau\ll1\).

With \(E_0\) taken out, \(Q=e^{-E_0/\tau}q_{\rm tr}\,q_{\rm rot}\,q_{\rm vib}\,q_{\rm spin}\). The product form assumes that rotation, vibration and spin are not coupled to one another. The factors below are those of a rigid rotor and a harmonic vibration.

## Translation

In a cubic box of side \(L\), motion along one edge has the energies \(\pi^2n^2/(mL^2)\), \(n=1,2,\dots\). Since \(1/(m\tau)=\lambda^2/(4\pi)\), the Boltzmann exponent is \(an^2\) with \(a=\pi\lambda^2/(4L^2)\). For \(L\gg\lambda\) the sum approaches an integral with an end correction:
\[
\sum_{n=1}^{\infty}e^{-an^2}\simeq\frac12\sqrt{\frac{\pi}{a}}-\frac12=\frac L\lambda-\frac12 .
\]
The correction is negligible in a macroscopic box. Three directions give \(q_{\rm tr}=V/\lambda^3\). The ideal-gas law \(pV=\mathcal N\tau\) replaces \(V/\mathcal N\) by \(\tau/p\), so
\[
\frac{q_{\rm tr}}{\mathcal N}=\frac{\tau}{p\lambda^3}.
\]
This is the sole place where pressure enters.

## Rotation and the exchange of nuclei

The nuclei of \(^{16}\mathrm{O}\) have spin zero and are identical bosons. The molecular wave function must keep its sign when they are exchanged, that is, when the internuclear vector \(\mathbf R\) becomes \(-\mathbf R\) with the electron coordinates held fixed.

The rotor function contributes \((-1)^N\). The vibrational function depends on \(|\mathbf R|\) and does not change. The electronic function attached to \(-\mathbf R\) is obtained from that attached to \(\mathbf R\) by a half-turn about an axis perpendicular to the bond. For a \(\Sigma\) state this is unambiguous, because rotation about the bond leaves the function unchanged.

The half-turn equals an inversion combined with a reflection in a plane containing the bond. The ground state is \(^3\Sigma_g^-\): the label \(g\) gives \(+1\) for inversion, and the superscript minus gives \(-1\) for the reflection. The electronic factor is therefore \(-1\).

The sign can also be seen from the two open-shell orbitals. With the bond along \(z\), they have the forms \(X\propto xz\) and \(Y\propto yz\), and the spatial part of the triplet is \(X(1)Y(2)-Y(1)X(2)\). The half-turn \((x,y,z)\to(x,-y,-z)\) changes \(X\) to \(-X\) and leaves \(Y\) alone, so the pair function changes sign. A numerical evaluation gives the same \(-1\). Filled shells contribute \(+1\), since each set of orbitals occurs once for each spin.

The total exchange factor is \(-(-1)^N\), which must equal \(+1\). Only odd \(N\) is allowed:
\[
q_{\rm rot}=\sum_{N\ {\rm odd}}(2N+1)e^{-bN(N+1)},\qquad b=\frac B\tau .
\]

For \(b\ll1\), set \(y=N+\frac12\), so that \(N(N+1)=y^2-\frac14\). The points \(y=\frac32,\frac72,\dots\) are midpoints of cells of width 2 beginning at \(y=\frac12\). With \(f(y)=2y\,e^{-b(y^2-1/4)}\), the midpoint rule and its first end correction give
\[
2q_{\rm rot}\simeq\int_{1/2}^{\infty}f\,dy+\frac{2^2}{24}f'\!\left(\tfrac12\right)\simeq\frac1b+\frac13 .
\]
Here \(f'(\frac12)=2\) to leading order in \(b\). Hence
\[
q_{\rm rot}\simeq\frac{\tau}{2B}+\frac16=\frac{\tau}{2B}\left(1+\frac{B}{3\tau}\right).
\]
The leading term is the rotational entry in (1), and its 2 is the symmetry number. The next term changes \(\Delta\mu_O\) by \(-\frac12\tau\,B/(3\tau)=-B/6\), independent of temperature at this order.

## Vibration and triplet degeneracy

Measured from the zero-point level, the harmonic energies are \(vw\), \(v=0,1,2,\dots\), and
\[
q_{\rm vib}=\sum_{v=0}^{\infty}e^{-vw/\tau}=\frac1{1-e^{-w/\tau}} .
\]
The zero-point energy is already in \(E_0\) and must not be counted again here.

The electronic state has no orbital angular momentum about the bond and has spin \(S=1\). If the splitting of the spin levels is small compared with \(\tau\), \(q_{\rm spin}=3\). This does not conflict with the restriction to odd \(N\). For \(N\ge1\), spin and rotation combine to total angular momenta \(N-1\), \(N\) and \(N+1\), whose degeneracies add to
\[
(2N-1)+(2N+1)+(2N+3)=3(2N+1).
\]
Each allowed rotor state thus occurs three times. The symmetry number 2 and the spin factor 3 are separate and both are needed.

Inserting the four factors into \(\mu_O=-\frac12\tau\ln(Q/\mathcal N)\) gives \(\frac12E_0\) from the exponential and (1) from the rest.

## Pressure law, entropy and limits

At fixed temperature, the difference of (1) at two pressures is
\[
\Delta\mu_O(T,p)=\Delta\mu_O(T,p_0)+\frac\tau2\ln\frac p{p_0}.\tag{3}
\]
The factor \(\frac12\) is again the two atoms per molecule.

For the temperature derivative, write (1) as \(-\frac12\tau\mathcal L\). Translation contributes \(\tau^{5/2}\) inside the logarithm and rotation \(\tau\), so together they add \(\frac72\) to \(\tau\,\partial\mathcal L/\partial\tau\). With \(x=w/\tau\), the vibrational part adds \(x/(e^x-1)\). The entropy \(s\) per molecule is then
\[
\frac s{k_B}=-2\left(\frac{\partial\Delta\mu_O}{\partial\tau}\right)_p=\mathcal L+\frac72+\frac x{e^x-1}.\tag{4}
\]
The enthalpy per molecule is \(h=\mu_{O_2}+Ts\). Since \(\mu_{O_2}=E_0-\tau\mathcal L\),
\[
h-E_0=\tau\left(\frac72+\frac x{e^x-1}\right).
\]
The fall of \(\Delta\mu_O\) with temperature is therefore an entropy effect: the enthalpy alone would raise it.

For \(\tau\ll w\) the vibrational term vanishes exponentially. For \(\tau\gg w\), expanding \(1-e^{-w/\tau}\simeq(w/\tau)(1-w/(2\tau))\) shows that it approaches \(-\frac12\tau\ln(\tau/w)-\frac14w\). The constant cancels the zero-point term \(+\frac14w\) when the bare electronic reference is used. This is a limit of the harmonic model; in a real molecule the high levels populated there are not harmonic.

The opposite rotational limit, \(\tau\ll B\), shows why (1) is not a low-temperature law. Only \(N=1\) survives, with energy \(2B\) and three rotor states. Ignoring spin splitting and condensation, one finds
\[
\mu_O\simeq\frac12E_0+B-\frac\tau2\left[\ln\frac\tau{p\lambda^3}+\ln9\right],
\]
which tends to \(\frac12E_0+B\), not to \(\frac12E_0\). A real gas condenses at low temperature, and spin splitting is then no longer small, so this limit is formal.

As the density rises, intermolecular forces enter. Their first correction makes the volume per molecule \(\tau/p+b_2\), with \(b_2\) the second virial coefficient per molecule. To this order, integration of \(d\mu_{O_2}=(V/\mathcal N)\,dp\) adds \(b_2p\) to \(\mu_{O_2}\) and \(\frac12b_2p\) to \(\mu_O\).

## Worked example

The molecular constants come from spin-unrestricted PBE in the def2-TZVP basis. A quartic was passed through the energies at five bond lengths. The atomic mass is rounded to 16 u, giving \(m=58332.4\). The calculation yields \(R=2.303\) bohr, \(k=1.465\) Ry/bohr² and \(\frac12E_{\rm el}=-150.249\) Ry. The largest value of \(\langle S^2\rangle\) is 2.005, close to the pure-triplet value 2. From (2),
\[
B=\frac4{58332.4\times2.3032^2}=1.293\times10^{-5}\ {\rm Ry},
\]
\[
w=\sqrt{\frac{8\times1.4653}{58332.4}}=0.01418\ {\rm Ry}.
\]

At 1000 K, \(\tau=0.006334\) Ry and \(\lambda=0.1844\) bohr. The pressure \(10^5\) Pa is \(6.798\times10^{-9}\) Ry/bohr³. The translational argument is
\[
\frac{\tau}{p\lambda^3}=\frac{0.006334}{6.798\times10^{-9}\times0.1844^3}\simeq1.49\times10^8 .
\]
The other factors are \(\tau/(2B)=245.0\), \(q_{\rm vib}=1.119\) and 3. Multiplying their logarithms by \(-\tau/2\) gives the contributions:

- translation: \(-0.05959\) Ry
- rotation: \(-0.01742\) Ry
- vibration: \(-0.00036\) Ry
- triplet degeneracy: \(-0.00348\) Ry

The sum is \(\Delta\mu_O=-0.0808\) Ry, or \(-1.10\) eV. Translation supplies about three quarters. The triplet term is roughly ten times the vibrational term, so omitting the spin factor costs far more than freezing the vibration at this temperature. From the bare electronic reference the value is \(-0.08084+0.00354=-0.0773\) Ry.

At the same pressure and other temperatures:

| \(T\) (K) | \(\Delta\mu_O\) (Ry) | \(\Delta\mu_O\) (eV) |
|---:|---:|---:|
| 300 | −0.0201 | −0.274 |
| 600 | −0.0449 | −0.611 |
| 1000 | −0.0808 | −1.100 |
| 1500 | −0.1287 | −1.751 |

Each decade of pressure at 1000 K shifts \(\Delta\mu_O\) by \(\frac12\tau\ln10=0.00729\) Ry. Going down ten decades to \(10^{-5}\) Pa gives \(-0.08084-0.07292=-0.1538\) Ry, or \(-2.09\) eV.

The entropy follows from (4). With \(x=0.014176/0.006334=2.238\), the last term is 0.267, and \(\mathcal L=2\times0.08084/0.006334=25.53\). Thus \(s=(25.53+3.50+0.27)k_B=29.30\,k_B\). Differentiating the explicit state sums gives the same value.

## Use for oxide stability

For an oxide \(M_aO_b\), define the formation energy per oxygen atom as
\[
E_f=\frac{E_{\rm oxide}-aE_{\rm metal}}b-\frac12E_0 .
\]
If vibrational and other free-energy changes of the solids are neglected, the free energy of oxidation per O atom is \(E_f-\Delta\mu_O\). The oxide is stable against the metal and gas when this is negative, that is, when \(\Delta\mu_O>E_f\). Setting the two equal in (3) gives the threshold pressure
\[
p_*=p_0\exp\left[\frac{2\left(E_f-\Delta\mu_O(T,p_0)\right)}\tau\right].
\]

For a model oxide with \(E_f=-0.15\) Ry at 1000 K, the exponent is \(2(-0.15+0.08084)/0.006334=-21.84\), and \(p_*=3.3\times10^{-5}\) Pa. At \(10^{-5}\) Pa the gas has \(\Delta\mu_O=-0.1538\) Ry, below \(E_f\), so the metal is favoured, as expected below the threshold.

The exponential makes \(p_*\) sensitive to the solid and molecular energies. An error of 0.01 Ry in \(E_f\) changes it by \(e^{0.02/0.006334}\), a factor of about 24. The PBE error in the O₂ energy enters here through \(E_f\) and is not assessed by this example. The neglected vibrational free energy of the solids, zero-point part included, enters in the same way. In a Debye model well above the Debye temperature \(\Theta\), each atom contributes about \(\tau\left[3\ln(\Theta/T)-1\right]\), so the difference between oxide and metal per O atom is of the order of \(\tau\) and can reach 0.01 Ry at 1000 K. For a real oxide, \(p_*\) from this formula can therefore be off by an order of magnitude or more unless the free energies of the solids are included.

## Accuracy and checks

Explicit sums over box, odd-\(N\) rotor, vibrational and spin states agree with (1) to \(2.0\times10^{-6}\) Ry at the four tabulated temperatures. The omitted rotor term \(B/6=2.2\times10^{-6}\) Ry accounts for this size; the finite-box correction has the opposite sign.

The factor \(\frac12\) was tested by a canonical sum over distributions of atoms between gas molecules and independent lattice sites. Let a filled site have energy \(\varepsilon\) relative to \(\frac12E_0\). The weights of an empty and a filled site are 1 and \(e^{(\Delta\mu_O-\varepsilon)/\tau}\), so the occupation is
\[
\theta=\frac1{1+e^{(\varepsilon-\Delta\mu_O)/\tau}} .
\]
For \(\varepsilon=-0.085\) Ry at 1000 K, the canonical sum gives 0.6579. The formula, evaluated at the pressure of the remaining gas, gives 0.6580. Without the factor \(\frac12\), the exponent would be near \(+12\) and the sites almost empty.

The rigid-rotor harmonic model was compared with radial diagonalization in a Morse well matched to the curvature and cubic term of the PBE curve. The Morse result for \(\Delta\mu_O\), measured from its own lowest non-rotating level, is lower by \(8\times10^{-6}\) Ry at 300 K and \(4.8\times10^{-5}\) Ry at 1000 K. The latter is 0.06% of \(\Delta\mu_O\). Both differences include \(-B/6=-2.2\times10^{-6}\) Ry, because the Morse levels are summed over discrete odd \(N\) while (1) keeps only the leading rotor term. The remainder gauges anharmonicity, bond stretching and their coupling within the Morse model.

Errors in the molecular constants have a mild effect. Since \(B\propto R^{-2}\), a relative error \(\delta R/R\) changes \(\Delta\mu_O\) by \(-\tau\,\delta R/R\): 1% in \(R\) gives \(6\times10^{-5}\) Ry in magnitude at 1000 K. An error \(\delta w\) changes it by \(\frac12\delta w/(e^x-1)\), or \(0.06\,\delta w\) at 1000 K. With the bare electronic reference, the zero-point term adds \(\frac14\delta w\), which is larger.

Two model estimates cover the electronic levels. If two spin levels lie \(d=4\times10^{-5}\) Ry above the third, then for \(d\ll\tau\) the shift relative to (1), with energies measured from the lowest level, is \(d/3=1.3\times10^{-5}\) Ry. This first-order term is a change of the energy zero: the mean of the three levels lies \(2d/3\) per molecule above the lowest one. A spin-free \(E_0\) corresponds to that mean, and measured from it only the second-order term \(-d^2/(18\tau)\) remains, about \(-5\times10^{-8}\) Ry at 300 K. Two singlet states at 0.07 Ry above the triplet lower \(\Delta\mu_O\) by \(2\times10^{-6}\) Ry at 1500 K. Finally, \(p\lambda^3/\tau=1.4\times10^{-7}\) at 300 K and \(10^5\) Pa, so quantum statistics of the translational motion is negligible there.

In an implementation, \(1-e^{-w/\tau}\) is best evaluated by a function that returns \(e^z-1\) accurately for small \(z\), and the logarithms should be added rather than the large factors multiplied. The computed values are collected in the numerical output below.

## Calculated quantities

```
atomic mass (input): 16.0 u
molecular mass m: 58332.4 m_e
PBE bond length R: 2.3032 bohr
PBE force constant k: 1.4653 Ry/bohr^2
PBE electronic energy of O2: -300.4978 Ry
half electronic energy: -150.2489 Ry
largest spin-square value: 2.0046
rotational constant B: 1.2927e-05 Ry
vibrational quantum w: 0.014176 Ry
zero-point energy per atom w/4: 0.003544 Ry
half-turn sign of pair function: -1
reference pressure: 1.0e+05 Pa = 6.7979e-09 Ry/bohr^3
tau at 1000 K: 0.006334 Ry
thermal wavelength at 1000 K: 0.1844 bohr
p lam^3/tau at 300 K: 1.37e-07
tau/(2B) at 1000 K: 244.97
vibrational factor at 1000 K: 1.1194
translation part of dmu, 1000 K, 1e5 Pa: -0.059588 Ry
rotation part of dmu, 1000 K, 1e5 Pa: -0.017421 Ry
vibration part of dmu, 1000 K, 1e5 Pa: -0.000357 Ry
spin part of dmu, 1000 K, 1e5 Pa: -0.003479 Ry
dmu at 300 K, 1e5 Pa: -0.02014 Ry = -0.274 eV
dmu at 600 K, 1e5 Pa: -0.04494 Ry = -0.611 eV
dmu at 1000 K, 1e5 Pa: -0.08084 Ry = -1.100 eV
dmu at 1500 K, 1e5 Pa: -0.12868 Ry = -1.751 eV
same from bare electronic energy, 1000 K: -0.07730 Ry
dmu at 1000 K, 1e-5 Pa: -0.15376 Ry = -2.092 eV
shift per pressure decade, 1000 K: 0.007292 Ry
largest |formula - state sums|: 2.0e-06 Ry
next rotor term B/6: 2.2e-06 Ry
entropy per molecule, 1000 K, formula: 29.2960 k_B
entropy per molecule, 1000 K, state sums: 29.2960 k_B
site energy in lattice test (input): -0.085 Ry
site occupation, canonical sum: 0.6579
site occupation, from mu_O: 0.6580
Morse depth from PBE curve: 0.463 Ry
Morse first vibrational gap: 0.013959 Ry
dmu(Morse rotor) - dmu(formula), 300 K: -8.1e-06 Ry
dmu(Morse rotor) - dmu(formula), 1000 K: -4.8e-05 Ry
triplet splitting (model input): 4e-05 Ry
its effect on dmu at 300 K: 1.3e-05 Ry
singlet gap (model input, 2 states): 0.07 Ry
its effect on dmu at 1500 K: -2.0e-06 Ry
model oxide formation energy per O (input): -0.15 Ry
its threshold pressure at 1000 K: 3.28e-05 Pa
```
